# Solute Trapping by Continuous Growth in Laser Annealing, part 2

A planar crystal–melt interface moves at speed \(v\) into a liquid of host A and solute B. The problem is to find how much B the crystal keeps. Solid and liquid have equal atomic densities, and layers have spacing \(\lambda\). The atomic fractions of B are \(x_s\) in the buried solid and \(x_l\) in the liquid next to the interface, and \(k=x_s/x_l\). Only the newest solid layer exchanges atoms with the liquid.

A solid B swaps with a neighbouring liquid A at rate constant \(\nu\); the reverse swap has rate constant \(\kappa\nu\). If the two sites are uncorrelated, the probability \(p\) that the solid site holds B obeys

\[
\frac{dp}{dt}=-\nu\left[p(1-x_l)-\kappa x_l(1-p)\right].
\]

Both phases are ideal solutions, with \(\mu_i^\phi=\mu_i^{\phi,0}+k_BT\ln x_i^\phi\) for species \(i\) in phase \(\phi\) (\(S\) or \(L\)). Here \(T\) is the interface temperature and \(k_B\) is Boltzmann's constant. With \(\Delta\mu_i=\mu_i^{S,0}-\mu_i^{L,0}\),

\[
\kappa=\exp\!\left[-\frac{\Delta\mu_B-\Delta\mu_A}{k_BT}\right],
\]

where \(\Delta\mu_B-\Delta\mu_A\) is the exchange free energy.

The interface diffusivity is \(D_i=\nu\lambda^2\), the diffusive speed is \(v_D=\nu\lambda=D_i/\lambda\), the burial rate is \(g=v/\lambda\), and \(\beta=v/v_D=g/\nu\). A new site starts with the liquid composition. If burial is random, at constant rate \(g\), then

\[
k=\frac{x_s}{x_l}=\frac{\kappa+\beta}{a+\beta},
\qquad a\equiv1-(1-\kappa)x_l,
\]

or, equivalently,

\[
x_s(a+\beta)=x_l(\kappa+\beta).
\]

For dilute solute \(a=1\). At fixed \(T\) and \(x_l\), \(k\) starts from the exchange-equilibrium value \(\kappa/a\) at zero speed and tends to one as \(\beta\to\infty\), rising steadily if \(\kappa<1\).

If each site is instead buried after the fixed time \(\lambda/v\) (periodic burial),

\[
k_{\rm per}=\frac{\kappa}{a}
+\left(1-\frac{\kappa}{a}\right)e^{-a/\beta}.
\]

### (g) What survives if the liquid is not independently mixed?

**Problem.** The exchange equation assumed that a solid site and its liquid neighbour are uncorrelated. Show that this assumption is unnecessary for the mean partition coefficient of dilute solute, provided that growth events occur at a constant rate independent of the solute configuration.

**Solution.** Let \(c_0\) be the solute concentration in the exchanging solid layer and \(c_1\) that in the first liquid layer, both fluctuating. In the dilute limit, a solute atom nearly always faces solvent, so the two exchange fluxes reduce to \(\nu c_0\) and \(\kappa\nu c_1\). A growth event replaces the old \(c_0\) by the current \(c_1\). Averaging over exchanges and growth events gives

\[
\frac{d\langle c_0\rangle}{dt}
=g\left(\langle c_1\rangle-\langle c_0\rangle\right)
-\nu\left(\langle c_0\rangle-\kappa\langle c_1\rangle\right).
\]

The equation contains no average of a product of concentrations. In the steady state,

\[
(g+\nu)\langle c_0\rangle
=(g+\kappa\nu)\langle c_1\rangle.
\]

Division by \(\nu\langle c_1\rangle\) and then by \(1+\beta\) gives

\[
\frac{\langle c_0\rangle}{\langle c_1\rangle}
=\frac{\kappa+\beta}{1+\beta}.
\]

Because growth events are random in time and independent of the configuration, the mean \(c_0\) just before burial equals the steady time average.

At finite composition, a B atom leaves only if the liquid neighbour is A. The rate then contains the joint probability of a solid B and a liquid A. Writing this as \(x_s(1-x_l)\) is a mean-field closure: it neglects correlations created by earlier swaps. The finite-composition formula should be used when the neighbouring liquid mixes fast enough to remove them.

A lattice calculation with liquid diffusion and random growth tests the dilute statement. At \(\beta=0.5\) and \(\kappa=0.02\), it gives \(k=0.349\), compared with 0.347 from the formula. The difference is 0.7 per cent of the formula value, within the 3 per cent allowed for finite random sampling.

### (h) Which composition is finally left in the crystal?

**Problem.** Let the distant melt have solute fraction \(x_\infty\), and let growth reach a steady state. Find \(x_s\), \(x_l\) and the concentration profile in the liquid. Then estimate the growth distance needed to approach this state when \(k\ll1\).

**Solution.** Use a frame moving with the interface, and let \(z>0\) be the distance into the liquid. Material moves towards the interface at velocity \(-v\). With liquid diffusivity \(D_L\), the solute flux divided by the atomic density is

\[
F=-D_L\frac{dx}{dz}-vx.
\]

In steady growth \(F\) does not depend on \(z\). Far ahead the gradient vanishes, so \(F=-vx_\infty\). In the solid, where deeper layers are immobile, the same flux is \(-vx_s\). Hence

\[
x_s=x_\infty,\qquad x_l=\frac{x_\infty}{k}.
\]

The liquid equation becomes \(D_L\,dx/dz=-v(x-x_\infty)\), whose solution is

\[
x(z)=x_\infty+(x_l-x_\infty)e^{-vz/D_L}.
\]

The continuum profile requires \(D_L/v\gg\lambda\); the conservation result does not. The profile also assumes that the front stays planar, and in real melts a large solute peak can make it break up into cells. Trapping changes the height of the solute peak in front of the interface, while the steady solid has the distant composition. In the lattice calculation, the ratio of buried to distant concentration is 1.00, and the first liquid layer is enriched by a factor 2.86. The formula gives \(1/0.347=2.88\).

At finite composition \(k\) itself contains \(x_l\). Put \(x_s=x_\infty\) into \(x_s(a+\beta)=x_l(\kappa+\beta)\) and write out \(a\):

\[
x_\infty(1+\beta)-(1-\kappa)x_\infty x_l
=x_l(\kappa+\beta).
\]

Collecting the terms in \(x_l\) gives, within the mean-field closure of (g), the explicit result

\[
x_l=\frac{(1+\beta)x_\infty}
{\kappa+\beta+(1-\kappa)x_\infty}.
\]

For the transient, take solute that stays dilute even at the interface, \(x_\infty/k\ll1\), and constant \(v\), and approximate the profile by the same exponential while its height changes. The excess solute per unit area, divided by the atomic density, is \((x_l-x_\infty)D_L/v\). It grows because solute arrives at rate \(vx_\infty\) and leaves in the solid at rate \(vkx_l\):

\[
\frac{D_L}{v}\frac{dx_l}{dt}
=v(x_\infty-kx_l).
\]

The relaxation rate is \(kv^2/D_L\). Multiplying the corresponding time by \(v\) gives the distance

\[
\ell_{\rm tr}\simeq\frac{D_L}{kv}.
\]

This is an estimate, since the true profile need not stay exponential. It shows why trapping matters for a laser-melted layer. If the layer is thin compared with \(\ell_{\rm tr}\), regrowth ends before the steady state is reached. Only the very first solid has composition near \(kx_\infty\); the solute content of later layers rises as the liquid at the interface becomes enriched, and the rejected solute is carried towards the surface. A measured depth profile must then be fitted with the time-dependent diffusion problem, using \(k(v)\) as its interface condition.

### (i) A worked example

**Problem.** Take \(\kappa=0.02\), \(D_i=5.0\times10^{-10}\ \mathrm{m^2/s}\), \(\lambda=0.25\ \mathrm{nm}\) and \(T=1600\ \mathrm K\) as model parameters. Find the exchange scales, and compare \(k\) at several speeds for dilute liquid and for \(x_l=0.2\).

**Solution.** The exchange rate and diffusive speed are

\[
\begin{aligned}
\nu&=\frac{5.0\times10^{-10}}{(0.25\times10^{-9})^2}\ \mathrm{s^{-1}}
=8.0\times10^9\ \mathrm{s^{-1}},\\
v_D&=\frac{5.0\times10^{-10}}{0.25\times10^{-9}}\ \mathrm{m/s}
=2.0\ \mathrm{m/s}.
\end{aligned}
\]

The exchange free energy is \(-k_BT\ln0.02=0.54\) eV.

At \(v=1\) m/s, \(\beta=0.5\). The dilute law gives \(k=0.52/1.5=0.347\). For \(x_l=0.2\), \(a=1-0.98\times0.2=0.804\), and \(k=0.52/1.304=0.399\). Dilute periodic burial would give \(0.02+0.98e^{-2}=0.153\). The same calculation at other speeds gives:

| \(v\) (m/s) | \(k\), dilute | \(k\), \(x_l=0.2\) | \(k\), dilute periodic |
|---:|---:|---:|---:|
| 0.02 | 0.030 | 0.037 | 0.020 |
| 0.20 | 0.109 | 0.133 | 0.020 |
| 1.0 | 0.347 | 0.399 | 0.153 |
| 2.0 | 0.510 | 0.565 | 0.381 |
| 5.0 | 0.720 | 0.763 | 0.677 |
| 20 | 0.911 | 0.927 | 0.907 |

At one tenth of the diffusive speed, random burial already makes \(k\) more than five times its equilibrium value of 0.02. At ten times the diffusive speed, about 9 per cent of the solute in the adjacent dilute liquid is still rejected. The transition is broad on both sides: \(k\) leaves its equilibrium value linearly in speed, and \(1-k\) falls only as an inverse power of speed. The two dilute burial laws share both limits. Among the speeds in the table, their ratio is largest at 0.20 m/s, where it exceeds five, and they nearly meet at 20 m/s. The full values appear in the numerical output.

The table holds \(T\) fixed while \(v\) varies, so it shows the partition law alone. Growth also requires the free energy to fall when liquid of composition \(x_l\) supplies solid of composition \(x_s\):

\[
x_s(\mu_B^S-\mu_B^L)+(1-x_s)(\mu_A^S-\mu_A^L)<0.
\]

Let \(\Delta\mu_A\) again be the chemical potential of pure A, solid minus liquid. For \(x_l=0.2\) in this example, the condition requires \(-\Delta\mu_A\) to exceed about \(0.22\,k_BT\) at 0.02 m/s and \(0.73\,k_BT\) at 20 m/s. If the host is less undercooled at 1600 K, those entries cannot be reached. The condition is necessary, not sufficient. In this model a site first freezes with composition \(x_l\), and if that step must itself lower the free energy, then \(x_l(\mu_B^S-\mu_B^L)+(1-x_l)(\mu_A^S-\mu_A^L)<0\), which raises the thresholds to about \(0.29\,k_BT\) and \(0.78\,k_BT\). These are large driving forces. Since \(-\Delta\mu_A\simeq\Delta s_f\,\Delta T\), with \(\Delta s_f\) the entropy of fusion per atom and \(\Delta T\) the undercooling of pure A, \(0.73\,k_BT\) at 1600 K means about 320 K for \(\Delta s_f=3.6\,k_B\) and about 1000 K for \(\Delta s_f=1.1\,k_B\). The column for \(x_l=0.2\) illustrates the formula and need not be accessible in a real host.

### (j) Reading the law backwards

**Problem.** For dilute solute, find the speed needed for a prescribed \(k\). If \(v\) and \(\kappa\) are known and \(k\) has a small absolute error \(\delta k\), at which value of \(k\) is \(v_D\) determined best?

**Solution.** From \(k(1+\beta)=\kappa+\beta\), collect the terms in \(\beta\) to obtain \(\beta(1-k)=k-\kappa\). Therefore

\[
v=v_D\frac{k-\kappa}{1-k}.
\]

In the example, \(k=0.5\) requires \(2.0\times0.48/0.50=1.92\) m/s. For \(k=0.9\), the speed is \(2.0\times0.88/0.10=17.6\) m/s. For \(k=0.99\), it is \(2.0\times0.97/0.01=194\) m/s. The last number is a formal extrapolation: the partition law does not say whether crystallization can proceed at that speed.

To find \(v_D\) from a measurement, rearrange the law as \(v_D=v(1-k)/(k-\kappa)\). Its logarithmic derivative gives, for small errors,

\[
\left|\frac{\delta v_D}{v_D}\right|
=\frac{|1-\kappa|}{|(1-k)(k-\kappa)|}\,|\delta k|.
\]

The two factors in the denominator have the fixed sum \(1-\kappa\). Their product is largest when they are equal, at \(k=(1+\kappa)/2\), which corresponds to \(v=v_D\). For \(\kappa=0.02\), an error \(\delta k=0.02\) then gives a relative error of about 8 per cent in \(v_D\). At \(k=0.9\), the same error gives about 22 per cent. Data close to complete trapping confirm the limit but constrain \(v_D\) poorly.

### (k) When the interface temperature changes with speed

**Problem.** Faster solidification needs a larger driving force, so \(T\), and with it \(\kappa\) and \(v_D\), may depend on \(v\). What remains of the monotonic rise and of the two limits for dilute solute?

**Solution.** Differentiate \(k=(\kappa+\beta)/(1+\beta)\) along the actual growth path:

\[
\frac{dk}{dv}
=\frac{1-\kappa}{(1+\beta)^2}\frac{d\beta}{dv}
+\frac{1}{1+\beta}\frac{d\kappa}{dv}.
\]

Since \(\beta=v/v_D\),

\[
\frac{d\beta}{dv}
=\frac{1}{v_D}
\left(1-\frac{d\ln v_D}{d\ln v}\right).
\]

If cooling slows exchange, \(v_D\) decreases with \(v\), and \(\beta\) rises faster than it would at constant temperature. If cooling also lowers \(\kappa\), the last term of \(dk/dv\) is negative. The sign of the sum then depends on both temperature laws, so the monotonic rise proved at fixed temperature is not guaranteed along the growth path. The size of the effect should be estimated. At low speed the first term is \((1-\kappa)/v_D\), and for a fixed exchange free energy \(d\kappa/dT=\kappa|\ln\kappa|/T\). With the parameters of the example these are 0.49 s/m and \(4.9\times10^{-5}\ \mathrm{K^{-1}}\), so the initial slope reverses only if the interface cools by about \(10^4\) K per m/s. A reversal at much weaker cooling needs \(\kappa\) closer to one and a larger \(v_D\).

At low speed, \(k\) approaches the equilibrium value if the interface temperature approaches coexistence and \(v/v_D\to0\). At high speed, \(k\) approaches one if \(v/v_D\to\infty\) while \(\kappa\) stays bounded. In a laser experiment the accessible speeds may end before this second limit. Applying the law then requires the interface temperature from a heat-flow and growth-kinetics calculation, with \(\kappa\) and \(v_D\) evaluated at that temperature.

## Numbers as computed

```
Exchange partition parameter kappa: 0.020 (dimensionless)
Interface diffusivity: 5.000e-10 m^2/s
Layer spacing: 0.250 nm
Interface temperature: 1600 K
Exchange-attempt rate: 8.000e+09 1/s
Diffusive speed: 2.000 m/s
Exchange free-energy difference: 0.5394 eV
Diffusivity from random walk: 5.000e-10 m^2/s
Equilibrium test, solvent solid-liquid difference: -0.10 k_B*T
Equilibrium test, solid fraction of solute: 0.002146
Equilibrium test, liquid fraction of solute: 0.09710
Equilibrium test, partition ratio: 0.02210
Slope dk/dbeta at beta=1, x_l=0.2: 0.24090 (dimensionless)
Sites per exchange simulation: 400000 (count)
Simulation beta=0.1, x_l=0.2: k random=0.1324, periodic=0.0249 (dimensionless)
Simulation beta=1.0, x_l=0.2: k random=0.5643, periodic=0.4604 (dimensionless)
Simulation beta=5.0, x_l=0.2: k random=0.8673, periodic=0.8534 (dimensionless)
Liquid-lattice test beta: 0.50 (dimensionless)
Liquid-lattice simulated k: 0.3490 (dimensionless)
Liquid-lattice formula k: 0.3467 (dimensionless)
Buried solid / far liquid concentration: 0.9997
Interface liquid / far liquid concentration: 2.8644
Worked example: k for dilute random, x_l=0.2 random, dilute periodic
v=0.02 m/s, beta=0.01: 0.02970, 0.03686, 0.02000
v=0.20 m/s, beta=0.10: 0.10909, 0.13274, 0.02004
v=1.00 m/s, beta=0.50: 0.34667, 0.39877, 0.15263
v=2.00 m/s, beta=1.00: 0.51000, 0.56541, 0.38052
v=5.00 m/s, beta=2.50: 0.72000, 0.76271, 0.67691
v=20.00 m/s, beta=10.00: 0.91091, 0.92743, 0.90674
Zero-speed k at x_l=0.2: 0.02488 (dimensionless)
Speed for dilute k=0.50: 1.920 m/s
Speed for dilute k=0.90: 17.600 m/s
Speed for dilute k=0.99: 194.000 m/s
```
